\section*{Bound vibrational levels of a Morse diatomic without rotation}

\section{Zero-point energy and fundamental of a Morse diatomic}

An electronic-structure calculation delivers the curvature of a potential curve at its minimum, and hence a harmonic angular frequency $\omega_c$. Two quantities are then wanted from it. One is the fundamental $E_1-E_0$, the energy of the $v=0\to1$ vibrational transition. The other is the zero-point energy $E_0$, which separates the well depth from the energy needed to dissociate the molecule. A harmonic oscillator has $E_0=\tfrac12(E_1-E_0)$, so that one multiplier on $\omega_c$ would repair both. A real bond is anharmonic, and the question is whether a multiplier adjusted to fundamentals can be used for zero-point energies. The Morse curve can be solved exactly and answers it in closed form.

\subsection{Model and conventions}

Nuclei of reduced mass $\mu$ move on one clamped-nuclei curve without rotation ($J=0$). The radial equation for $\psi(r)$, defined as $r$ times the radial wave function, then has no centrifugal term:
\begin{equation}
-\frac{\hbar^2}{2\mu}\frac{d^2\psi}{dr^2}+V\psi=E\psi,\qquad
V(r)=D\left[1-e^{-a(r-r_e)}\right]^2 .
\label{eq:morse}
\end{equation}
Energies are measured from the minimum, $D$ is the well depth, $r_e$ the equilibrium distance and $a$ an inverse length. The coordinate $x=r-r_e$ is first allowed to run over the whole real line; the true condition $\psi(r=0)=0$ is restored in Eq.~\eqref{eq:wall}.

With $y=ax$ the bracket squared is $1-2e^{-y}+e^{-2y}$, in which the coefficient of $y^m$ for $m\ge1$ is $(-1)^m(2^m-2)/m!$. This is $0,\ 1,\ -1,\ 14/24$ for $m=1,\dots,4$. Writing $V=\tfrac12kx^2+c_3x^3+c_4x^4+\dots$ gives
\begin{equation}
k=2Da^2,\qquad c_3=-Da^3,\qquad c_4=\tfrac{7}{12}Da^4,\qquad
\omega_e\equiv\sqrt{k/\mu}=a\sqrt{2D/\mu}.
\label{eq:taylor}
\end{equation}
Throughout, $\omega_e$ means the frequency of the curvature. The two estimates of $E_0$ to be compared are the harmonic one and the one made from the fundamental,
\begin{equation}
Z_h=\tfrac12\hbar\omega_e,\qquad Z_f=\tfrac12(E_1-E_0).
\label{eq:ZhZf}
\end{equation}

\subsection{The bound levels}

Divide Eq.~\eqref{eq:morse} by the energy $\hbar^2a^2/2\mu$ and set $E=(\hbar^2a^2/2\mu)\,\varepsilon$ and $D=(\hbar^2a^2/2\mu)\,\Lambda^2$, so that $\Lambda=\sqrt{2\mu D}/(a\hbar)$:
\begin{equation}
-\frac{d^2\psi}{dy^2}+\Lambda^2\left(1-e^{-y}\right)^2\psi=\varepsilon\psi .
\label{eq:scaled}
\end{equation}
Let $z=2\Lambda e^{-y}$, which maps $y\to+\infty$ to $z\to0$ and $y\to-\infty$ to $z\to\infty$. Since $dz/dy=-z$, one has $d/dy=-z\,d/dz$ and $d^2/dy^2=z^2\,d^2/dz^2+z\,d/dz$. The potential term is $(\Lambda-z/2)^2=\Lambda^2-\Lambda z+z^2/4$. A bound state has $E<D$, that is $\varepsilon<\Lambda^2$, so $s=+\sqrt{\Lambda^2-\varepsilon}$ is real and positive. Changing the overall sign, with primes for $d/dz$,
\begin{equation}
z^2\psi''+z\psi'+\left(\Lambda z-\tfrac14z^2-s^2\right)\psi=0 .
\label{eq:zeq}
\end{equation}
For $z\to0$ the terms $\Lambda z$ and $z^2/4$ drop out and the solutions behave as $z^{\pm s}$. The norm is $\int|\psi|^2dy=\int|\psi|^2dz/z$, which is finite at $z=0$ only for $z^{+s}$. For $z\to\infty$ the equation becomes $\psi''\simeq\psi/4$, and only $e^{-z/2}$ is acceptable. Put $\psi=fP$ with $f=z^se^{-z/2}$. Then $f'/f=s/z-\tfrac12$ and $f''/f=(s/z-\tfrac12)^2-s/z^2$. After division of Eq.~\eqref{eq:zeq} by $f$, the coefficient of $P''$ is $z^2$ and the other two are
\begin{align}
P':&\quad 2z^2\left(\frac sz-\frac12\right)+z=z\,(2s+1-z),\nonumber\\
P:&\quad \left(s^2-sz+\tfrac14z^2-s\right)+\left(s-\tfrac12z\right)+\left(\Lambda z-\tfrac14z^2-s^2\right)=z\left(\Lambda-s-\tfrac12\right).\nonumber
\end{align}
Dividing by $z$ and writing $\nu=\Lambda-s-\tfrac12$,
\begin{equation}
zP''+(2s+1-z)P'+\nu P=0 .
\label{eq:laguerre}
\end{equation}
The acceptable solution is the one finite at $z=0$, since the other behaves as $z^{-2s}$ and returns $\psi\sim z^{-s}$. Insert $P=\sum_mp_mz^m$ and collect $z^m$: $(m+1)m\,p_{m+1}+(2s+1)(m+1)p_{m+1}-mp_m+\nu p_m=0$, or
\begin{equation}
p_{m+1}=\frac{m-\nu}{(m+1)(m+2s+1)}\,p_m .
\label{eq:recursion}
\end{equation}
Suppose the series does not terminate. The ratio $(m-\nu)/(m+2s+1)$ tends to 1, so beyond some $M$ it exceeds $\tfrac34$; from there all $p_m$ have one sign and $|p_{m+1}/p_m|>\tfrac34/(m+1)$. The right side is the ratio of successive coefficients of $e^{3z/4}$, so $|P|$ exceeds a constant times $e^{3z/4}$ less a polynomial, and $\psi$ grows at least as $z^se^{z/4}$. A normalizable state therefore needs termination, $\nu=v=0,1,2,\dots$, and $P$ is then the associated Laguerre polynomial $L_v^{(2s)}(z)$. Thus $s=\Lambda-v-\tfrac12>0$ and
\begin{equation}
\varepsilon_v=\Lambda^2-s^2=2\Lambda\left(v+\tfrac12\right)-\left(v+\tfrac12\right)^2 .
\label{eq:eps}
\end{equation}
To restore units note that $2\Lambda\,\hbar^2a^2/2\mu=\hbar a\sqrt{2\mu D}/\mu=\hbar\omega_e$. Hence $\hbar^2a^2/2\mu=\hbar\omega_e/2\Lambda$, and $\hbar\omega_e/4D=2\Lambda/4\Lambda^2=1/2\Lambda$. With the anharmonicity constant $x_e$,
\begin{equation}
E_v=\hbar\omega_e\left[\left(v+\tfrac12\right)-x_e\left(v+\tfrac12\right)^2\right],\qquad
x_e=\frac{\hbar\omega_e}{4D}=\frac1{2\Lambda}.
\label{eq:levels}
\end{equation}
The level $v=1$ exists only if $s=\Lambda-\tfrac32>0$, that is $x_e<\tfrac13$. For larger $x_e$ there is no fundamental and $Z_f$ is undefined.

The wall at $r=0$ shifts each level. Let $u$ solve Eq.~\eqref{eq:morse} on $r>0$ with $u(0)=0$ and energy $\tilde E$, and let $\psi$ be the full-line state. Multiplying each equation by the other function and subtracting gives $-(\hbar^2/2\mu)\,d(\psi u_r-u\psi_r)/dr=(\tilde E-E)\psi u$, with the subscript for $d/dr$. Integration from $0$ to $\infty$ leaves only the boundary term $(\hbar^2/2\mu)\psi(0)u_r(0)$. Deep in the forbidden region $\psi$ rises outward as $e^{\kappa r}$ with $\hbar\kappa=\sqrt{2\mu[V(0)-E]}$, to leading semiclassical order, and $u$ is $\psi$ minus the falling solution $\psi(0)e^{-\kappa r}$, so $u_r(0)\simeq2\kappa\psi(0)$. For normalized $\psi$, with $\int\psi u\,dr\simeq1$,
\begin{equation}
\tilde E-E=\frac{\hbar^2}{2\mu}\,\frac{\psi(0)\,u_r(0)}{\int_0^\infty\psi u\,dr}\simeq\frac{\hbar^2\kappa}{\mu}\,\psi(0)^2 .
\label{eq:wall}
\end{equation}
For $v=0$, $\psi_0^2\propto z^{2\Lambda-1}e^{-z}$, whose logarithmic derivative vanishes at $z_p=2\Lambda-1$, while $r=0$ corresponds to $z_0=2\Lambda e^{ar_e}$. The density at the wall relative to its peak is
\begin{equation}
\psi_0^2(0)/\psi_{0,\max}^2=(z_0/z_p)^{z_p}\,e^{-(z_0-z_p)} .
\label{eq:ratio}
\end{equation}
When this ratio is negligible, Eq.~\eqref{eq:levels} describes the ground level of the radial problem. Each higher level needs its own check through Eq.~\eqref{eq:wall}, and the formula fails for any level whose wave function reaches the wall. For $e^{ar_e}<2$, for instance, $V(0)=D(e^{ar_e}-1)^2<D$, and levels above $V(0)$ reach the wall classically however small the $v=0$ ratio is.

\subsection{Three quarters and one quarter}

The squares $(v+\tfrac12)^2$ are $\tfrac14$ and $\tfrac94$ for $v=0,1$. From Eq.~\eqref{eq:levels},
\begin{align}
E_0&=\tfrac12\hbar\omega_e-\tfrac14\hbar\omega_ex_e=Z_h-\tfrac14\hbar\omega_ex_e,\label{eq:E0}\\
Z_f&=\tfrac12\left[\hbar\omega_e-\left(\tfrac94-\tfrac14\right)\hbar\omega_ex_e\right]=Z_h-\hbar\omega_ex_e .\label{eq:Zf}
\end{align}
Equation~\eqref{eq:Zf} gives $\hbar\omega_ex_e=Z_h-Z_f$. Inserting this in Eq.~\eqref{eq:E0} gives $E_0=Z_h-\tfrac14(Z_h-Z_f)$, or
\begin{equation}
E_0=\tfrac34Z_h+\tfrac14Z_f .
\label{eq:main}
\end{equation}
This is exact for the full-line Morse problem at every $x_e<\tfrac13$, not only at small $x_e$. The fundamental reaches up to $v=1$, where the anharmonic lowering is nine times that of $v=0$, so half the fundamental carries four times the lowering that the zero-point energy has. Subtracting Eq.~\eqref{eq:E0} from each estimate gives the errors
\begin{equation}
Z_h-E_0=+\tfrac14\hbar\omega_ex_e,\qquad Z_f-E_0=-\tfrac34\hbar\omega_ex_e,\qquad
\tfrac12(Z_h+Z_f)-E_0=-\tfrac14\hbar\omega_ex_e .
\label{eq:errors}
\end{equation}
For a Morse curve the plain average is as far below $E_0$ as the harmonic value is above it. Relative to $\hbar\omega_e$ all three errors vanish as $x_e\to0$, the limit of a deep well or a large mass. In absolute terms $\hbar\omega_ex_e=\hbar\omega_e/2\Lambda=\hbar^2a^2/2\mu$, which falls with increasing mass but does not depend on $D$ at fixed $a$. At the other limit, $x_e\to\tfrac13$, $E_0\to\tfrac5{12}\hbar\omega_e$ while $Z_f\to\tfrac16\hbar\omega_e$.

\subsection{Scale factors}

Let an approximate method give $\omega_c$ for a molecule whose true curve is Morse. The multipliers that turn its harmonic results into the true harmonic frequency, zero-point energy and fundamental are
\begin{equation}
\lambda_h=\frac{\omega_e}{\omega_c},\qquad
\lambda_Z=\frac{E_0}{\hbar\omega_c/2},\qquad
\lambda_F=\frac{E_1-E_0}{\hbar\omega_c}=\frac{Z_f}{\hbar\omega_c/2}.
\label{eq:lamdef}
\end{equation}
Dividing Eqs.~\eqref{eq:E0}--\eqref{eq:main} by $\hbar\omega_c/2$, and using $Z_h/(\hbar\omega_c/2)=\lambda_h$ and $\hbar\omega_ex_e/(\hbar\omega_c/2)=2x_e\lambda_h$,
\begin{equation}
\lambda_Z=\lambda_h\left(1-\tfrac12x_e\right),\qquad\lambda_F=\lambda_h(1-2x_e),\qquad
\lambda_Z=\tfrac34\lambda_h+\tfrac14\lambda_F,
\label{eq:lam}
\end{equation}
\begin{equation}
\lambda_Z-\lambda_F=\tfrac32x_e\lambda_h>0 .
\label{eq:lamdiff}
\end{equation}
The error of the electronic method, including any error in its bond length, enters only through the common factor $\lambda_h$. A method with the exact curvature has $\lambda_h=1$ and still needs two different factors. If $\lambda_F$ is applied to $\hbar\omega_c/2$ the result is $Z_f$, and the error relative to $E_0$ does not depend on the method:
\begin{equation}
\frac{\lambda_F}{\lambda_Z}-1=\frac{(1-2x_e)-(1-\tfrac12x_e)}{1-\tfrac12x_e}=-\frac{\tfrac32x_e}{1-\tfrac12x_e}.
\label{eq:relerr}
\end{equation}

A factor may also be fitted to a set of molecules $i$ by minimizing $\sum_i(\lambda\omega_{c,i}-t_i)^2$, where the target $t_i$ is $\omega_{e,i}$, $2E_{0,i}/\hbar$ or $(E_{1,i}-E_{0,i})/\hbar$. Setting the derivative $2\sum_i\omega_{c,i}(\lambda\omega_{c,i}-t_i)$ to zero gives $\bar\lambda=\sum_i\omega_{c,i}t_i/\sum_i\omega_{c,i}^2$, which is linear in the targets. For Morse molecules Eq.~\eqref{eq:main}, multiplied by $2/\hbar$, relates the three targets molecule by molecule, and the zero-point and fundamental targets differ by $\tfrac32\omega_{e,i}x_{e,i}$. Hence
\begin{equation}
\bar\lambda_Z=\tfrac34\bar\lambda_h+\tfrac14\bar\lambda_F,\qquad
\bar\lambda_Z-\bar\lambda_F=\frac32\,\frac{\sum_i\omega_{c,i}\,\omega_{e,i}\,x_{e,i}}{\sum_i\omega_{c,i}^2}.
\label{eq:fit}
\end{equation}
The argument requires that the three fits use the same molecules with the same weights.

\subsection{Curves of other shape}

For any curve define the weight
\begin{equation}
w=\frac{Z_h-E_0}{Z_h-Z_f},\qquad E_0=(1-w)Z_h+wZ_f ,
\label{eq:wdef}
\end{equation}
which is $\tfrac14$ for Morse. Its value for a general well follows from perturbation theory about the harmonic oscillator. Write $x=\sqrt b\,Q$ with $b=\hbar/2\mu\omega_e$ and $Q=\hat A+\hat A^\dagger$, where $\hat A|v\rangle=\sqrt v\,|v-1\rangle$ and $\hat A^\dagger|v\rangle=\sqrt{v+1}\,|v+1\rangle$.

The orders are counted by mass. Both $b$ and $\omega_e$ scale as $\mu^{-1/2}$. A term of order $j$ containing $c_{m_1}\cdots c_{m_j}$ has $\sum m_i$ factors $\sqrt b$ and $j-1$ energy denominators, so it scales as $\mu$ to the power $-\tfrac14\sum m_i+\tfrac12(j-1)=-\tfrac12-\tfrac14\sum(m_i-2)$. Each $Q$ changes $v$ by one, so a return to $|v\rangle$ needs $\sum m_i$ even and therefore $\sum(m_i-2)$ even. The value 2 gives order $\mu^{-1}$ and is reached only by $c_4$ in first order and $c_3^2$ in second order. The next value, 4, gives $\mu^{-3/2}$.

Applying $Q$ twice, and then once more,
\begin{align}
Q^2|v\rangle&=\sqrt{v(v-1)}\,|v-2\rangle+(2v+1)|v\rangle+\sqrt{(v+1)(v+2)}\,|v+2\rangle,\label{eq:Q2}\\
Q^3|v\rangle&=\sqrt{v(v-1)(v-2)}\,|v-3\rangle+3v^{3/2}|v-1\rangle\nonumber\\
&\quad+3(v+1)^{3/2}|v+1\rangle+\sqrt{(v+1)(v+2)(v+3)}\,|v+3\rangle .\label{eq:Q3}
\end{align}
The coefficient of $|v-1\rangle$ is $(v-1)\sqrt v+(2v+1)\sqrt v$, from raising $|v-2\rangle$ and lowering $|v\rangle$; that of $|v+1\rangle$ is $(2v+1)\sqrt{v+1}+(v+2)\sqrt{v+1}$. The element $\langle v|Q^4|v\rangle$ is the squared norm of Eq.~\eqref{eq:Q2}, $v(v-1)+(2v+1)^2+(v+1)(v+2)=6v^2+6v+3$. The second-order sum over Eq.~\eqref{eq:Q3}, with denominators $(v-m)\hbar\omega_e$ for intermediate state $m$, is
\begin{align}
\sum_{m\ne v}\frac{|\langle m|Q^3|v\rangle|^2}{v-m}
&=\tfrac13\left[v(v-1)(v-2)-(v+1)(v+2)(v+3)\right]+9\left[v^3-(v+1)^3\right]\nonumber\\
&=-(3v^2+3v+2)-(27v^2+27v+9)\nonumber\\
&=-(30v^2+30v+11).\label{eq:sum3}
\end{align}
Define the energies $t_4=c_4b^2$ and $t_3=c_3^2b^3/\hbar\omega_e\ge0$. Since $v^2+v=(v+\tfrac12)^2-\tfrac14$, the two polynomials are $6(v+\tfrac12)^2+\tfrac32$ and $30(v+\tfrac12)^2+\tfrac72$, and
\begin{equation}
E_v=Y_{00}+\hbar\omega_e\left(v+\tfrac12\right)-X\left(v+\tfrac12\right)^2+O(\mu^{-3/2}),
\label{eq:dunham}
\end{equation}
\begin{equation}
X=30t_3-6t_4,\qquad Y_{00}=\tfrac32t_4-\tfrac72t_3 .
\label{eq:XY}
\end{equation}
The constant $Y_{00}$, the lowest Dunham coefficient, shifts all levels alike. It cancels in $Z_f$, as in every difference of these levels, and remains in $E_0$. To this order $Z_h-E_0=\tfrac14X-Y_{00}$ and $Z_h-Z_f=X$, and for $X\ne0$
\begin{equation}
w=\frac14-\frac{Y_{00}}{X}+O(\mu^{-1/2}),\qquad
\tfrac34Z_h+\tfrac14Z_f-E_0=-Y_{00}+O(\mu^{-3/2}).
\label{eq:wlead}
\end{equation}
For Morse, $\mu\omega_e^2=k$ gives $b=\hbar\omega_e/2k=\hbar\omega_e/4Da^2$. Equation~\eqref{eq:taylor} then gives $t_4=\tfrac7{192}(\hbar\omega_e)^2/D$ and $t_3=\tfrac1{64}(\hbar\omega_e)^2/D$. Thus $Y_{00}=(\tfrac7{128}-\tfrac7{128})(\hbar\omega_e)^2/D=0$ and $X=(\tfrac{15}{32}-\tfrac7{32})(\hbar\omega_e)^2/D=\hbar\omega_ex_e$, in agreement with Eq.~\eqref{eq:levels}. The weight $\tfrac14$ at leading order is the condition $3t_4=7t_3$, a relation between $c_3$ and $c_4$ that the Morse shape satisfies and other shapes need not.

A pure quartic perturbation ($t_3=0$) has $Y_{00}/X=-\tfrac14$ and $w\to\tfrac12$. A pure cubic one ($t_4=0$) has $Y_{00}/X=-\tfrac7{60}$ and $w\to\tfrac{11}{30}$; its levels are only metastable, and the statement refers to the perturbation series. Diagonalization in a truncated oscillator basis gives $w=0.5000$ for $c_4b^2=10^{-5}\hbar\omega_e$ and $w=0.3666$ for $c_3b^{3/2}=10^{-3}\hbar\omega_e$.

For any curve Eq.~\eqref{eq:lamdef} gives $\lambda_Z-\lambda_F=2(E_0-Z_f)/\hbar\omega_c$, and at leading order
\begin{equation}
E_0-Z_f=\tfrac34X+Y_{00}=\left(\tfrac{45}2-\tfrac72\right)t_3-\left(\tfrac92-\tfrac32\right)t_4=19t_3-3t_4 .
\label{eq:general}
\end{equation}
At this order the two factors coincide only if $19t_3=3t_4$. They obey $\lambda_Z>\lambda_F$ when $19t_3>3t_4$, as for Morse, and the opposite inequality in a symmetric well stiffened by $c_4>0$.

The weight also changes when the anharmonicity couples different modes. Take two oscillators of frequencies $\omega_1,\omega_2$ with dimensionless coordinates $q_i=Q_i/\sqrt2$ and the perturbation $g\,q_1^2q_2^2$. By Eq.~\eqref{eq:Q2}, $\langle q_i^2\rangle=v_i+\tfrac12$, so the first-order shift is $g(v_1+\tfrac12)(v_2+\tfrac12)$. The ground state shifts by $g/4$, and each fundamental by $\tfrac34g-\tfrac14g=\tfrac12g$. With $Z_h=\tfrac12\hbar(\omega_1+\omega_2)$ and $Z_f$ half the sum of the two fundamentals, $Z_f$ shifts by $g/2$, and
\begin{equation}
w=\frac{-g/4}{-g/2}=\frac12\qquad(\text{first order in }g).
\label{eq:coupled}
\end{equation}
The perturbation changes each $v_i$ by $0$ or $\pm2$, and none of the three states involved has $v_i\ge2$, so every second-order denominator is at least twice the smaller quantum and first order suffices when $|g|$ is small against it. Diagonalization in a product oscillator basis with $\omega_2/\omega_1=1.7$ and $g=0.001\,\hbar\omega_1$ gives $w=0.5003$. Equation~\eqref{eq:main} holds mode by mode for independent Morse oscillators, but it cannot in general be carried over to a polyatomic molecule by summing over modes once the anharmonicity couples them.

\subsection{Worked example: H$_2$}

The reference curve is full configuration interaction (FCI) in the cc-pVTZ basis, and the approximate method is restricted Hartree--Fock (RHF) in the same basis. The mass is nuclear, $\mu=m_p/2=8.363110\times10^{-28}$ kg, and $\hbar=1.054572\times10^{-34}$ J\,s. Each electronic energy was computed at Chebyshev nodes in $r$ and interpolated by a polynomial; the nuclear repulsion was added analytically, and $r_e$, $k$, $c_3$, $c_4$ come from the derivatives at the minimum. $D$ is twice the energy of the hydrogen atom in the same basis minus the FCI minimum. Vibrational levels come from diagonalizing the Hamiltonian on an equally spaced grid between hard walls, with the kinetic energy diagonal in the particle-in-a-box sine functions and the potential diagonal on the grid. Energies are in zJ ($10^{-21}$ J, equal to 50.3412 cm$^{-1}$). The digits shown resolve the small differences within this model; they are not a statement about the basis-set error of the curves, which is much larger. Replacing cc-pVTZ by aug-cc-pVTZ changes the FCI values below to $r_e=74.298$ pm, $D=754.2$ zJ, $k=575.0$ N/m, $X=2.52$ zJ and $Y_{00}=0.163$ zJ, lowers $Z_h$, $E_0$ and $Z_f$ by 4 to 6 cm$^{-1}$, raises the weight $w$ from $0.186$ to $0.189$, and lowers each of $\lambda_h$, $\lambda_Z$, $\lambda_F$ by 0.001 to 0.002. The signs and orderings discussed below are the same in both bases.

FCI gives $r_e=74.262$ pm, $D=753.00$ zJ and $k=577.244$ N/m; RHF gives $r_e=73.442$ pm and $k=624.790$ N/m. From $\sqrt{k/\mu}$, $\omega_e=8.30799\times10^{14}$ rad/s and $\omega_c=8.64337\times10^{14}$ rad/s. Then $\hbar\omega_e=87.6137$ zJ, $\hbar\omega_c=91.1506$ zJ, $\hbar\omega_c/2=45.5753$ zJ, and
\begin{equation}
Z_h=43.8068\ \text{zJ}=2205.3\ \text{cm}^{-1},\qquad\lambda_h=\frac{8.30799}{8.64337}=0.96120 .
\label{eq:exZh}
\end{equation}

\paragraph{Morse curve with the FCI values of $D$, $r_e$, $k$.} Equation~\eqref{eq:taylor} gives $a=\sqrt{k/2D}=1.95779\times10^{10}$ m$^{-1}$ and $ar_e=1.4539$. Equation~\eqref{eq:levels} gives $x_e=87.6137/(4\times753.00)=0.029088$, $\Lambda=17.1891$ and $\hbar\omega_ex_e=2.5485$ zJ. The ratio~\eqref{eq:ratio} is $1.3\times10^{-28}$, so the wall is irrelevant for the ground level. For $v=1$, Eq.~\eqref{eq:levels} gives $1.5(87.6137)-2.25(2.5485)=125.6864$ zJ, equal to the grid value with the wall in place. The grid, with its inner wall at $r=0$, gives $E_0=43.1697$ zJ ($2173.2$ cm$^{-1}$) and $E_1=125.6864$ zJ, so $E_1-E_0=82.5166$ zJ and $Z_f=41.2583$ zJ ($2077.0$ cm$^{-1}$). Then
\begin{equation}
\tfrac34(43.8068)+\tfrac14(41.2583)=43.1697\ \text{zJ},
\label{eq:exmix}
\end{equation}
equal to $E_0$. The errors~\eqref{eq:errors} are $+0.6371$, $-1.9114$ and $-0.6371$ zJ. The factors are $\lambda_Z=43.1697/45.5753=0.94722$ and $\lambda_F=82.5166/91.1506=0.90528$, and their difference is $\tfrac32\times0.029088\times0.96120=0.04194$. Using $\lambda_F$ for the zero-point energy gives an error of $-4.43\,\%$ relative to $E_0$, the value of Eq.~\eqref{eq:relerr}.

\paragraph{The FCI curve itself.} Its derivatives give $c_3=-6.27280\times10^{12}$ J/m$^3$ and $c_4=9.90770\times10^{22}$ J/m$^4$. With $b=7.58897\times10^{-23}$ m$^2$, $t_3=0.19629$ zJ and $t_4=0.57061$ zJ, so
\begin{align}
X&=30(0.19629)-6(0.57061)=2.465\ \text{zJ},\nonumber\\
Y_{00}&=1.5(0.57061)-3.5(0.19629)=0.1689\ \text{zJ},\label{eq:exY}
\end{align}
and the leading weight in Eq.~\eqref{eq:wlead} is $0.25-0.1689/2.465=0.1815$. The grid gives $E_0=43.3573$ zJ ($2182.7$ cm$^{-1}$), $E_1=126.1280$ zJ, $E_1-E_0=82.7707$ zJ and $Z_f=41.3854$ zJ ($2083.4$ cm$^{-1}$). The weight~\eqref{eq:wdef} is $0.450/(43.807-41.385)=0.186$, not $0.25$. The combination $\tfrac34Z_h+\tfrac14Z_f=43.2015$ zJ ($2174.8$ cm$^{-1}$) lies $0.156$ zJ below $E_0$, close to the leading-order deficit $Y_{00}=0.169$ zJ. The errors of $Z_h$, $Z_f$ and the plain average are $+0.450$, $-1.972$ and $-0.761$ zJ. On this curve the average is worse than the unscaled harmonic value, as Eq.~\eqref{eq:dunham} requires for $Y_{00}>0$ and $X>0$: the leading errors are $-\tfrac14X-Y_{00}$ for the average and $+\tfrac14X-Y_{00}$ for $Z_h$. The factors are $\lambda_Z=43.3573/45.5753=0.95133$ and $\lambda_F=82.7707/91.1506=0.90807$, with difference $1.9719/45.5753=0.04327$, slightly larger than the Morse value.

The gap between $w=0.18565$ and its leading value $0.18148$ is the remainder in Eq.~\eqref{eq:wlead}. Solving the same curve with fictitious masses $100\mu$ and $400\mu$, for which $Z_h$ is divided by 10 and 20 and $Y_{00}/X$ is unchanged, gives $w=0.18192$ and $0.18170$. The ratio of the two remainders, from unrounded values, is $1.997$; a $\mu^{-1/2}$ law gives 2.

\paragraph{A fitted set.} Four Morse oscillators with round model parameters are given assumed ratios $\omega_c/\omega_e$, and their levels are found on the grid.
\begin{center}
\begin{tabular}{ccccc}
 & 1 & 2 & 3 & 4\\
$D$ (zJ) & 700 & 900 & 1500 & 400\\
$a$ ($10^{10}$ m$^{-1}$) & 2.0 & 2.2 & 2.5 & 2.0\\
$\mu$ ($10^{-27}$ kg) & 1 & 2 & 12 & 30\\
$\omega_c/\omega_e$ & 1.04 & 1.10 & 1.13 & 1.07\\
$\omega_e$ ($10^{14}$ rad/s) & 7.4833 & 6.6000 & 3.9528 & 1.0328\\
$x_e$ & 0.02818 & 0.01933 & 0.00695 & 0.00681\\
$E_0$ (zJ) & 38.9024 & 34.4645 & 20.7704 & 5.4273\\
$E_1-E_0$ (zJ) & 74.4684 & 66.9104 & 41.1064 & 10.7433
\end{tabular}
\end{center}
The three least-squares fits give $\bar\lambda_h=0.9294$, $\bar\lambda_Z=0.9193$ and $\bar\lambda_F=0.8892$, and $\tfrac34(0.9294)+\tfrac14(0.8892)=0.9193$ when unrounded values are used, as Eq.~\eqref{eq:fit} states. That equation can be written $\bar\lambda_Z-\bar\lambda_F=\tfrac32\bar\lambda_h\langle x_e\rangle$, where $\langle x_e\rangle$ is the mean of $x_e$ with weights $\omega_{c,i}\omega_{e,i}$. These weights favour the two high-frequency members, which in this set also have the largest $x_e$, so the separation of the fitted factors depends on which molecules are included.
